\section*{Coulomb-Limited Pairing of Interstitial Iron with Boron Acceptors}

\section*{The problem}

Interstitial iron in a p-type semiconductor carries a positive charge and wanders through the lattice. A boron acceptor is fixed and carries a negative charge. When the two meet they form a pair, and the iron is no longer free to diffuse to a gettering sink. The question is how long free iron survives at room temperature.

Take the following data:
\begin{align*}
D&=3\times10^{-15}\ \mathrm{cm^2/s}, & N&=10^{16}\ \mathrm{cm^{-3}},\\
T&=300\ \mathrm{K}, & \epsilon_r&=12 .
\end{align*}
Here $D$ is the iron diffusivity, $N$ the acceptor density and $\epsilon_r$ the static relative permittivity of a model host. An iron ion that comes within the contact radius $a=2.5\times10^{-8}$ cm of an acceptor is captured.

Assume that all iron has charge $+e$ and all acceptors have charge $-e$, that iron is much scarcer than boron, and that pairs do not dissociate. The iron is initially spread uniformly.

\begin{enumerate}
\item Estimate the pairing time by scaling.
\item Solve the diffusion problem around one acceptor, and find the pairing time with its numerical factor.
\item Decide whether the answer survives when each acceptor has neighbours and the holes neutralize the crystal.
\item Compare the estimate with the solution, and find what the pairing time would be without the attraction.
\end{enumerate}

\section*{A first estimate by scaling}

With $\epsilon=\epsilon_r\epsilon_0$, the energy of an iron ion at distance $r$ from an acceptor is
\begin{equation}
U(r)=-\frac{e^2}{4\pi\epsilon r}=-kT\,\frac{R_c}{r},
\qquad R_c=\frac{e^2}{4\pi\epsilon kT}. \label{rc}
\end{equation}
The length $R_c$ is the distance at which the attraction equals $kT$. Farther out, thermal motion dominates; closer in, the attraction does. It is therefore reasonable to guess that an ion is captured once it comes within about $R_c$. The data give $R_c=4.64\times10^{-7}$ cm.

Divide space into regions of size $R_c$. Diffusion across one region takes a time of order $R_c^2/D$. A fraction of order $NR_c^3$ of the regions contains an acceptor, so the ion must visit about $1/(NR_c^3)$ of them. In three dimensions a random walk keeps finding new regions at a steady rate, apart from a numerical factor. Hence
\begin{equation}
t_{\rm est}\sim\frac{R_c^2}{D}\,\frac{1}{NR_c^3}=\frac{1}{DNR_c}. \label{est}
\end{equation}
Since $DN=30\ \mathrm{cm^{-1}\,s^{-1}}$,
\[
t_{\rm est}\sim\frac{1}{30\times4.64\times10^{-7}}\ \mathrm{s}
\approx7\times10^4\ \mathrm{s},
\]
which is about 20 hours. The argument fixes how the time depends on $D$, $N$ and $R_c$, but not the number in front. It also leaves open whether $R_c$ is the right capture radius.

\section*{Solution for one acceptor}

\subsection*{The current}

Let $c(r)$ be the density of free iron around an isolated acceptor. The force on an ion is
\[
F=-\frac{dU}{dr}=-kT\,\frac{R_c}{r^2},
\]
where the minus sign means that it points inward. By the Einstein relation the drift velocity is $DF/kT=-DR_c/r^2$. Diffusion adds the flux $-D\,dc/dr$, so the outward flux density is
\[
j=-D\left(\frac{dc}{dr}+\frac{R_c}{r^2}\,c\right).
\]
The number of ions crossing a sphere of radius $r$ inward per unit time is $J=-4\pi r^2j$, or
\begin{equation}
J=4\pi r^2D\left(\frac{dc}{dr}+\frac{R_c}{r^2}\,c\right). \label{current}
\end{equation}
In a steady state no ions accumulate between two spheres, and $J$ does not depend on $r$.

The steady state may be used if the surroundings of the acceptor adjust faster than the iron disappears. The time scale for diffusion over a distance $R_c$ is $R_c^2/D\approx72$ s, which will prove short compared with the pairing time. This alone is not enough, because a transient in the current generally dies away only as $R_c/\sqrt{\pi Dt}$. The uniform start assumed here is the favourable case: it will turn out to coincide with the steady profile everywhere except in a thin layer at contact.

\subsection*{The density}

Equation (\ref{current}) is a linear first-order equation for $c$. Its integrating factor is $e^{-R_c/r}$, because
\[
\frac{d}{dr}\left(c\,e^{-R_c/r}\right)
=e^{-R_c/r}\left(\frac{dc}{dr}+\frac{R_c}{r^2}\,c\right)
=\frac{J}{4\pi D}\,\frac{e^{-R_c/r}}{r^2}.
\]
The right-hand side is easy to integrate, since $e^{-R_c/r}/r^2$ is the derivative of $e^{-R_c/r}/R_c$. Capture at contact means $c(a)=0$. Integration from $a$ to $r$ gives
\[
c\,e^{-R_c/r}=\frac{J}{4\pi DR_c}\left(e^{-R_c/r}-e^{-R_c/a}\right),
\]
and multiplication by $e^{R_c/r}$ gives
\begin{equation}
c(r)=\frac{J}{4\pi DR_c}\left[1-e^{R_c/r-R_c/a}\right]. \label{profile}
\end{equation}

\subsection*{The rate constant}

Far from the acceptor the density equals the mean density $n$ of free iron. Letting $r\to\infty$ in (\ref{profile}) and defining the rate constant by $J=Kn$, one finds
\begin{equation}
K=\frac{4\pi DR_c}{1-e^{-R_c/a}}. \label{rate}
\end{equation}

There are two simple limits. If $a\ll R_c$, the exponential is negligible and $K=4\pi DR_c$. If the attraction is weak, $R_c\ll a$, then $1-e^{-R_c/a}\approx R_c/a$ and $K=4\pi Da$, the rate for a neutral absorbing sphere.

Here $R_c/a=18.6$, so the first limit applies. The guess that $R_c$ acts as the capture radius is thereby justified, although nothing special happens to an ion as it crosses $r=R_c$.

The profile shows why the contact radius drops out. The bracket in (\ref{profile}) equals one half when $R_c/a-R_c/r=\ln2$, that is, at
\[
r=\frac{a}{1-(a/R_c)\ln2}\approx1.04\,a .
\]
The density is thus nearly uniform almost down to contact. In a uniform density the current is pure drift, and its value $4\pi r^2(DR_c/r^2)n=4\pi DR_cn$ is the same through every sphere. The inverse-square force compensates the shrinking area.

The thin layer in which $c$ falls to zero is narrower than an atomic spacing, so continuum diffusion cannot describe it literally. The rate hardly depends on this layer. Moving the absorbing surface out to $10^{-7}$ cm, four times the assumed contact radius, raises $K$ by 1.0 per cent. The contact radius matters once it is comparable with $R_c$: for $a=R_c$, equation (\ref{rate}) gives an increase by the factor $1/(1-e^{-1})=1.58$.

\subsection*{The pairing time}

A unit volume contains $N$ acceptors, each capturing $Kn$ ions per unit time. Because iron is scarce, $N$ stays practically constant, and
\[
\frac{dn}{dt}=-KNn,\qquad n(t)=n(0)\,e^{-t/\tau}.
\]
With $K=4\pi DR_c$ and the definition (\ref{rc}),
\begin{equation}
\tau=\frac{1}{4\pi DNR_c}=\frac{\epsilon kT}{e^2DN}. \label{tau}
\end{equation}
In numbers,
\begin{align*}
K&=4\pi\,(3\times10^{-15})(4.642\times10^{-7})\ \mathrm{cm^3/s}
=1.750\times10^{-20}\ \mathrm{cm^3/s},\\
KN&=1.750\times10^{-4}\ \mathrm{s^{-1}},\\
\tau&=5.71\times10^3\ \mathrm{s}\approx1.6\ \mathrm{h}.
\end{align*}
This is the time after which a fraction $1/e$, or 37 per cent, of the iron is still free. Half of it is paired after $\tau\ln2=1.1$ h, and 5 per cent remains free after $3\tau$. The time of 72 s is only about one per cent of $\tau$. More important, the initially uniform iron already has the steady profile outside the contact layer, so the steady current is set up almost at once. For a start that differs from it over long distances, such as one with a Boltzmann tail $e^{R_c/r}$, the excess current would still be about $R_c/\sqrt{\pi D\tau}\approx6$ per cent at $t=\tau$.

In the time $\tau$, free diffusion would carry an ion a root-mean-square distance
\[
\sqrt{6D\tau}=\sqrt{6\,(3\times10^{-15})(5.71\times10^3)}\ \mathrm{cm}
\approx1.0\times10^{-5}\ \mathrm{cm}.
\]
At this temperature, then, most iron farther than this from a gettering sink pairs with boron before it can reach the sink.

\section*{Neighbouring acceptors and holes}

\subsection*{A neutral cell}

The solution above has one acceptor in infinite space. To include the finite density, give each acceptor a spherical cell of radius $b$ with the volume available per acceptor:
\[
\frac{4\pi}{3}b^3N=1,\qquad b=2.88\times10^{-6}\ \mathrm{cm}.
\]
The ratio $R_c/b=0.16$ is not very small, so a correction of some tens of per cent might be feared. Let the holes first form a uniform background of total charge $+e$ in the cell. No iron crosses the outer surface on average, since neighbouring cells are equivalent.

A sphere of radius $r$ encloses the charge $-e(1-r^3/b^3)$. By Gauss's law the bare field is reduced by the factor in parentheses, and the drift velocity becomes
\begin{equation}
v(r)=-DR_c\left(\frac1{r^2}-\frac r{b^3}\right). \label{drift}
\end{equation}
It vanishes at $r=b$, as it should for a neutral cell. Its divergence is
\begin{align}
\nabla\!\cdot\mathbf v&=\frac1{r^2}\frac{d}{dr}\left(r^2v\right)
=-\frac{DR_c}{r^2}\frac{d}{dr}\left(1-\frac{r^3}{b^3}\right)\nonumber\\
&=\frac{3DR_c}{b^3}=4\pi DR_cN, \label{div}
\end{align}
where the last step uses $1/b^3=4\pi N/3$. The divergence is the same at every point outside the acceptor.

Now insert a uniform density $c(t)$ into the conservation law
\[
\frac{\partial c}{\partial t}=-\nabla\!\cdot\left(c\,\mathbf v-D\nabla c\right).
\]
The gradient vanishes, and there remains
\[
\frac{dc}{dt}=-c\,\nabla\!\cdot\mathbf v=-4\pi DR_cN\,c .
\]
The density stays uniform and decays with the time constant (\ref{tau}). There is no correction in powers of $R_c/b$. The uniform density satisfies the condition of zero flux at $b$, but not $c(a)=0$. For $a\ll R_c$ this affects only the thin layer at contact found above.

The size of that remaining effect can be computed. Divide the cell into 1500 concentric shells between $a$ and $b$, with radii in geometric progression, and write the exchange of iron between neighbouring shells as a matrix. The inner surface absorbs and the outer one is closed. The lowest eigenvalue is the slowest decay rate. It agrees with $4\pi DR_cN$ to better than one part in $10^4$ for $N=10^{15}$, $10^{16}$ and $10^{17}\ \mathrm{cm^{-3}}$.

The second form of (\ref{tau}) now has a direct meaning. With the iron mobility $\mu=eD/kT$ it reads $\tau=\epsilon/(eN\mu)$. This is the dielectric relaxation time of a medium whose carriers have density $N$ and the mobility of iron. The density $N$ enters through the hole background. Within a cell the field of the holes points away from the acceptor and weakens the drift towards it. But the acceptor's own field has no divergence outside the acceptor, so the uniform thinning of the iron comes from the field of the holes.

\subsection*{Holes that gather near the acceptor}

Holes are attracted by the acceptor too, so their density $p(r)$ is not quite uniform. Write the iron energy as $-kTf(r)$. To first order in the attraction, classical holes of the same charge and temperature have the density
\[
p=N\left(1+f-\langle f\rangle\right),
\]
where the brackets denote the cell average. The zero of energy is free; choosing it so that $\langle f\rangle=1$ gives $p=Nf$. Poisson's equation then reads
\begin{equation}
\frac1{r^2}\frac{d}{dr}\left(r^2\frac{df}{dr}\right)
=4\pi R_c\,p=\kappa^2f,\qquad \kappa^2=4\pi R_cN, \label{screen}
\end{equation}
with $f\to R_c/r$ near the acceptor and $f'(b)=0$.

Since $(rf)''=\kappa^2(rf)$, the solution has the form
\[
f(r)=\frac{A}{r}\left[\cosh\kappa(b-r)-\frac{\sinh\kappa(b-r)}{\kappa b}\right].
\]
The coefficient of the second term follows from $f'(b)=0$, and $A$ from the requirement that $rf\to R_c$ as $r\to0$.

The direction of the effect can be seen without solving for the iron. The drift velocity is $D\nabla f$, and its divergence is $4\pi DR_cp(r)$. Initially uniform iron therefore thins out fastest where the holes are densest, near the acceptor. At the start the current into the acceptor is still $4\pi DR_cc$, because the field at contact is almost that of the bare charge. Later the density near the acceptor lies below the cell average, and the capture rate per remaining ion is lower.

The same shell calculation with the energy $-kTf$ gives a slowest rate 0.9 per cent below $4\pi DR_cN$. In the cell the pairing time remains 1.6 h to the accuracy quoted. This is an estimate within the model: $f-1$ is not small for $r<R_c$, where linear response is doubtful. Expanding the solution for small $r$, with $\kappa b=0.70$, gives $f\approx R_c/r+0.7$ in this region. The linear formula $p=Nf$ therefore places only about
\[
\int_0^{R_c}N\left(\frac{R_c}{r}+0.7\right)4\pi r^2\,dr
=\left(2\pi+0.7\,\frac{4\pi}{3}\right)NR_c^3\approx0.009
\]
of a hole there, so little of the screening charge it predicts comes from the doubtful region. This does not justify the formula there. Used with the bare attraction down to the contact radius $a$, a classical Boltzmann factor would put about 16 holes next to the acceptor, more than the single one the cell contains. The number depends entirely on the cutoff (0.4 at $1.4\,a$), and real holes occupy quantum states. The estimate assumes that few acceptors hold a bound hole. The cell also replaces the random positions of real acceptors by a regular surrounding. With a uniform hole background this costs nothing, since the divergence (\ref{div}) is the same for any arrangement. With screening it understates the effect, because the screening length $1/\kappa$ exceeds $b$ and holes follow the fluctuations of the acceptor density. To first order in $\kappa R_c=0.11$, random positions lower the rate by the fraction $\kappa R_c\left[1-e^{t/\tau}\,\mathrm{erfc}\sqrt{t/\tau}\right]$, about 6 per cent at $t=\tau$. The decay is then not quite exponential, and the time to reach $1/e$ grows by roughly 3 to 5 per cent, to between 1.6 and 1.7 h.

\section*{Comparison}

\subsection*{What the estimate missed}

The ratio of (\ref{est}) to (\ref{tau}) is
\[
\frac{t_{\rm est}}{\tau}=4\pi\approx12.6 .
\]
The scaling argument has the right dependence on every parameter, but gives 20 hours instead of 1.6. In the solution the factor $4\pi$ comes from the area $4\pi r^2$ of the sphere through which the ions arrive. The estimate set all numerical factors to one, including those for the shape of a region, the time to cross it and repeated visits to it.

Another estimate comes numerically closer for a poor reason. The time to diffuse over the mean acceptor spacing $N^{-1/3}$ is
\[
t_{\rm sp}\sim\frac{N^{-2/3}}{D}
=\frac{(4.64\times10^{-6})^2}{3\times10^{-15}}\ \mathrm{s}
\approx7\times10^3\ \mathrm{s},
\]
only a quarter longer than $\tau$. But
\[
\frac{t_{\rm sp}}{\tau}=4\pi R_cN^{1/3},
\]
and this is near one because $R_cN^{1/3}$ happens to be 0.10 at the chosen density. If $N$ were a thousand times lower, the formulas would make $t_{\rm sp}$ grow a hundredfold and $\tau$ a thousandfold. (In real silicon at so low a doping a large part of the iron would be neutral and pairing would be incomplete, so the assumptions of the problem would no longer hold.) Coming into the neighbourhood of an acceptor is not yet capture, and $t_{\rm sp}$ leaves out the failed approaches.

\subsection*{Without the attraction}

If the iron were neutral, with the same $D$ and $a$, the rate constant would be $4\pi Da$, and the pairing time would be longer by the factor $R_c/a=18.6$:
\[
\tau_0=\frac1{4\pi DaN}=18.57\times1.587\ \mathrm h\approx29.5\ \mathrm h .
\]
For neutral iron the finite cell does give a correction of first order. When the decay is slow, its rate $\lambda$ follows from replacing $c$ by its mean $\bar c$ in the loss term:
\[
\frac{D}{r^2}\frac{d}{dr}\left(r^2\frac{dc}{dr}\right)=-\lambda\bar c .
\]
Integrating inward from $b$, where $dc/dr=0$, and then outward from $a$, where $c=0$, gives
\begin{align*}
r^2\frac{dc}{dr}&=\frac{\lambda\bar c}{3D}\left(b^3-r^3\right),\\
c(r)&=\frac{\lambda\bar c}{3D}\left[b^3\left(\frac1a-\frac1r\right)
-\frac{r^2-a^2}{2}\right].
\end{align*}
For $a\ll b$ the cell averages are $\langle1/r\rangle=3/(2b)$ and $\langle r^2\rangle=3b^2/5$. Setting the average of $c$ equal to $\bar c$ yields
\[
1=\frac{\lambda b^3}{3Da}\left(1-\frac{9a}{5b}\right),
\qquad
\lambda\approx4\pi DaN\left(1+\frac{9a}{5b}\right).
\]
The correction is 1.6 per cent, which shortens $\tau_0$ to 29.0 h. The shell calculation without a force gives the same value.

It would be wrong to carry this correction over to charged iron by writing $R_c$ for $a$. That would predict a rate 29 per cent above $4\pi DR_cN$, whereas the neutral cell gives no such increase. A sphere of radius $R_c$ reproduces the rate of an isolated acceptor, but not the density around it: a neutral absorber depletes its surroundings, while the Coulomb drift leaves them uniform.

\subsection*{When the result fails}

Any error in the diffusivity passes directly into equation (\ref{tau}), since $\tau\propto1/D$. On warming, the explicit factor $T$ changes little, and the change of $D$ with temperature must be supplied separately. If pairs dissociate at an appreciable rate, the free iron approaches a nonzero equilibrium value instead of zero. If part of the iron is neutral, that part lacks the Coulomb attraction. If iron is not scarce, it uses up the free acceptors and also contributes to the space charge, and the decay is no longer a single exponential with constant $N$.
